\section*{The Collinear Four-Point Probe and Its Factor pi/ln 2}

Press four sharp contacts, in a line and a distance $s$ apart, onto a wide, very thin metal film. Send a steady current $I$ in at the first contact and out at the fourth, and read the voltage $V$ between the second and the third. If the film is thin enough, its thickness $t$ and resistivity $\rho$ enter through one combination, the sheet resistance
\begin{equation}
R_s=\frac{\rho}{t},
\end{equation}
which has the dimension of a resistance. If the film is also wide enough and the contacts are small enough, the one length left in the problem is $s$. The ratio $V/I$ is a resistance too, and no power of $s$ can multiply $R_s$ without spoiling the dimension. Therefore
\begin{equation}
\frac{V}{I}=C\,R_s ,
\label{eq:form}
\end{equation}
where $C$ is a pure number. The probe spacing drops out: doubling it doubles the distance between the voltage contacts but halves the typical field between them. Dimensions cannot supply $C$. It follows from the way current spreads in a plane, and it turns out to be $\ln 2/\pi$.

The film is taken to be uniform and isotropic, with insulating faces, and to obey the local Ohm's law $\mathbf J=\mathbf E/\rho$. The current is steady, so $\nabla\cdot\mathbf J=0$ away from the contacts, and $\mathbf E=-\nabla\phi$. These equations read the same in Gaussian and SI units. The voltmeter draws no current, and the contacts are treated as points.

In a thin film the current soon runs parallel to the faces and fills the thickness evenly. How soon will be calculated below; for the moment the distances of interest are much larger than $t$. The current crossing a unit length of line drawn on the film is then
\begin{equation}
\mathbf K=t\,\mathbf J=\frac{t}{\rho}\,\mathbf E=\frac{\mathbf E}{R_s}.
\label{eq:sheetohm}
\end{equation}
This also gives $R_s$ a direct meaning. A strip of length $\ell$ and width $w$ carrying a uniform current has voltage $E\ell$ and current $Ew/R_s$, hence resistance $R_s\,\ell/w$. For a square the resistance is $R_s$, whatever its size, which is why the unit is often written as ohm per square.

Consider first a single contact that feeds a current $I$ into the infinite sheet, the current being collected far away in all directions. Nothing distinguishes one direction in the plane from another, so $\mathbf K$ points radially and depends on the distance $r$ alone. The same current crosses every circle around the contact:
\begin{equation}
2\pi r\,K(r)=I
\quad\Longrightarrow\quad
E(r)=R_sK(r)=\frac{I R_s}{2\pi r}.
\label{eq:field}
\end{equation}
Since $E=-d\phi/dr$, integration from a reference distance $r_0$, where $\phi$ is set to zero, gives
\begin{equation}
\phi(r)=-\int_{r_0}^{r}\frac{I R_s}{2\pi r'}\,dr'
=-\frac{I R_s}{2\pi}\ln\frac{r}{r_0}.
\label{eq:single}
\end{equation}
The potential falls away from a source, as it should. It has no finite limit at infinity, so $r_0$ cannot be moved there. This does no harm, because the real arrangement has a sink as well as a source.

The equations are linear, so the potentials of the two current contacts add. Let $r_1$ and $r_4$ be the distances from a point of the film to contacts 1 and 4. Contact 4 removes the current, so its term has $-I$ in place of $I$:
\begin{align}
\phi&=-\frac{I R_s}{2\pi}\ln\frac{r_1}{r_0}
+\frac{I R_s}{2\pi}\ln\frac{r_4}{r_0}\nonumber\\
&=\frac{I R_s}{2\pi}\ln\frac{r_4}{r_1}.
\label{eq:pair}
\end{align}
The reference distance has cancelled. Far away $r_4/r_1\to1$ and $\phi\to0$, so no net current has to be collected at infinity.

Contact 2 lies at $r_1=s$ and $r_4=2s$. Contact 3 lies at $r_1=2s$ and $r_4=s$. Equation (\ref{eq:pair}) gives
\begin{equation}
\phi_2=\frac{I R_s}{2\pi}\ln 2,\qquad
\phi_3=\frac{I R_s}{2\pi}\ln\frac12=-\frac{I R_s}{2\pi}\ln 2 .
\end{equation}
The two are equal and opposite, as the mirror symmetry between source and sink requires. Their difference is
\begin{equation}
V=\phi_2-\phi_3=\frac{I R_s}{\pi}\ln 2 ,
\label{eq:v}
\end{equation}
and solving for the sheet resistance,
\begin{equation}
R_s=\frac{\pi}{\ln 2}\,\frac{V}{I}\approx 4.532\,\frac{V}{I}.
\label{eq:main}
\end{equation}

The factors can be traced by integrating the field along the line of contacts. At a distance $x$ from contact 1, between the current contacts, the source pushes current forward and the sink, at distance $3s-x$, pulls it forward, so the two fields add:
\begin{align}
V&=\frac{I R_s}{2\pi}\int_s^{2s}\left(\frac1x+\frac1{3s-x}\right)dx\nonumber\\
&=\frac{I R_s}{2\pi}\Big[\ln x-\ln(3s-x)\Big]_s^{2s}
=\frac{I R_s}{2\pi}\,(\ln2+\ln2).
\end{align}
The $2\pi$ is the full circle into which each contact feeds its current. Source and sink contribute one $\ln 2$ each, which turns $2\pi$ into $\pi$. Compared with the strip formula $R_s\ell/w$, the film behaves between the inner contacts like a strip of length $s$ and width $4.53\,s$.

The logarithm also shows why four contacts are used. Towards a current contact $\phi$ grows as $\ln(1/r)$, and faster still once $r$ is smaller than the thickness, so a voltage measured at that contact would depend on its radius, and would include the voltage lost across the interface between tip and metal. The inner contacts stand a distance $s$ away from this region. As they carry no current, their own interface resistance causes no voltage drop.

The same calculation works for unequal gaps. Let $s_1$, $s_2$ and $s_3$ be the gaps from contact 1 to 2, 2 to 3, and 3 to 4. Then (\ref{eq:pair}) gives
\begin{align}
V&=\frac{I R_s}{2\pi}\left[\ln\frac{s_2+s_3}{s_1}-\ln\frac{s_3}{s_1+s_2}\right]\nonumber\\
&=\frac{I R_s}{2\pi}\ln\frac{(s_1+s_2)(s_2+s_3)}{s_1s_3}.
\label{eq:gaps}
\end{align}
For equal gaps the argument is $4$, and $\ln4=2\ln2$ restores (\ref{eq:v}). Now write $s_i=s+\delta_i$ with small errors $\delta_i$. To first order the logarithm changes by
\begin{equation}
\frac{\delta_1+\delta_2}{2s}+\frac{\delta_2+\delta_3}{2s}-\frac{\delta_1+\delta_3}{s}
=\frac{1}{s}\left(\delta_2-\frac{\delta_1+\delta_3}{2}\right).
\end{equation}
Dividing by $2\ln2$ gives the relative error of the voltage,
\begin{equation}
\frac{\delta V}{V}=\frac{1}{2\ln2}\,\frac{1}{s}\left(\delta_2-\frac{\delta_1+\delta_3}{2}\right).
\end{equation}
Equal errors in all three gaps cancel, in agreement with (\ref{eq:form}). The common spacing need not be known, but (\ref{eq:main}) assumes equal gaps; for unequal gaps of known ratio, (\ref{eq:gaps}) takes its place.

It remains to find how thin the film must be. Let the film fill $0\le z\le t$, with the contacts on the face $z=0$, and return to a single source. Insulating faces require $\partial\phi/\partial z=0$ at $z=0$ and $z=t$, which every term of the following series satisfies:
\begin{equation}
\phi(r,z)=f_0(r)+\sum_{k=1}^{\infty}f_k(r)\cos\frac{k\pi z}{t}.
\end{equation}
For $r>0$ the potential obeys $\nabla^2\phi=0$. Two derivatives of the cosine in $z$ give $-(k\pi/t)^2$, so each term must satisfy
\begin{equation}
f_k''+\frac1r f_k'=\left(\frac{k\pi}{t}\right)^2 f_k .
\end{equation}
For $k=0$ the solution is a logarithm. For $k\ge1$ the solution that does not grow at large $r$ is the modified Bessel function, $f_k=A_kK_0(k\pi r/t)$.

The amplitudes follow from the injected current. Multiply the radial current density by $\cos(k\pi z/t)$ and integrate over a narrow cylinder around the source. As $r\to0$ the current crosses this cylinder at depths $z$ comparable with $r$, where the cosine is 1, so the integral tends to $I$. On the other side, the cosines are orthogonal and $\int_0^t\cos^2(k\pi z/t)\,dz=t/2$ for $k\ge1$. Hence
\begin{equation}
-\frac{2\pi r}{\rho}\,\frac t2\,f_k'(r)\;\to\; I .
\end{equation}
For small argument $K_0(x)\approx-\ln x$ plus a constant, so $r f_k'\to-A_k$ and $A_k=\rho I/(\pi t)$. For $k=0$ the integral of the squared cosine is $t$ instead of $t/2$, which gives $rf_0'=-\rho I/(2\pi t)$, the two-dimensional result (\ref{eq:field}). On the top face, therefore,
\begin{equation}
\phi(r,0)=\frac{\rho I}{2\pi t}\left[-\ln\frac{r}{r_0}+2\sum_{k=1}^{\infty}K_0\!\left(\frac{k\pi r}{t}\right)\right].
\end{equation}
With source and sink in place, symmetry gives $V=2[\phi(s,0)-\phi(2s,0)]$, so
\begin{equation}
\frac VI=\frac{\rho}{\pi t}\left\{\ln2+2\sum_{k=1}^{\infty}\left[K_0\!\left(\frac{k\pi s}{t}\right)-K_0\!\left(\frac{2k\pi s}{t}\right)\right]\right\}.
\label{eq:thick}
\end{equation}
For large argument $K_0(x)\approx\sqrt{\pi/2x}\,e^{-x}$. When $t$ is small compared with $s$ the first term of the sum dominates, and the voltage exceeds (\ref{eq:v}) by the relative amount
\begin{equation}
\frac{\Delta V}{V}\approx\frac{2}{\ln2}\sqrt{\frac{t}{2s}}\;e^{-\pi s/t}.
\label{eq:exp}
\end{equation}
The correction is exponentially small in $s/t$. Variations of the current across the thickness die out over a distance $t/\pi$ from the contact, and the inner contacts sense little of them.

The same voltage can be written as a sum over images, which gives access to thick films. On a half-space, a surface source spreads its current over hemispheres of area $2\pi r^2$, so $E=\rho I/(2\pi r^2)$ and $\phi=\rho I/(2\pi r)$. Equal sources at the heights $z=2nt$, for every integer $n$, form a set symmetric about both $z=0$ and $z=t$, so no current crosses either face. Adding their contributions for source and sink,
\begin{equation}
\frac VI=\frac{\rho}{\pi}\sum_{n=-\infty}^{\infty}\left[\frac{1}{\sqrt{s^2+4n^2t^2}}-\frac{1}{\sqrt{4s^2+4n^2t^2}}\right].
\label{eq:images}
\end{equation}
For $t\ll s$ the terms vary slowly with $n$ and the sum becomes an integral over $u=2nt$, with $dn=du/2t$. Its value is
\begin{equation}
\frac{1}{2t}\int_{-\infty}^{\infty}\left[\frac{1}{\sqrt{s^2+u^2}}-\frac{1}{\sqrt{4s^2+u^2}}\right]du=\frac{1}{2t}\,2\ln2=\frac{\ln 2}{t},
\end{equation}
which again yields (\ref{eq:v}). For $t\gg s$ the term $n=0$ dominates, and
\begin{equation}
\frac VI\to\frac{\rho}{\pi}\left(\frac1s-\frac1{2s}\right)=\frac{\rho}{2\pi s}.
\label{eq:bulk}
\end{equation}
Here the thickness has dropped out and the spacing has come in. The current now spreads in three dimensions, and (\ref{eq:main}) no longer applies.

Summing (\ref{eq:images}) numerically, with a million images on each side, shows where the change occurs. Relative to the thin-film value, the voltage is too high by $0.0004\,\%$ at $t/s=0.25$, by $0.26\,\%$ at $t/s=0.5$, by $8.5\,\%$ at $t/s=1$ and by $58\,\%$ at $t/s=2$. A sheet resistance taken from (\ref{eq:main}) is too high by the same percentages. The condition ``much thinner than the spacing'' is thus mild in practice: half the spacing is thin enough for an accuracy of one per cent.

The requirement of a wide film is more demanding. Take a square sheet of side $L$ with insulating edges, the probes at its centre and their line parallel to two of the edges. Each edge acts like a mirror: an image source of the same sign behind it cancels the current that would cross. Seen from the centre, the images form source-sink pairs at distances of order $L$. A pair with separation $3s$ has the dipole moment $3sI$, and at a distance $L\gg s$, along its axis or at right angles to it, its field has the magnitude
\begin{equation}
E_{\rm im}=\frac{R_s}{2\pi}\,\frac{3sI}{L^2}.
\end{equation}
This follows from (\ref{eq:pair}) by expansion in $s/L$. Over the inner gap the field adds a voltage $E_{\rm im}s$, which relative to (\ref{eq:v}) is
\begin{equation}
\frac{E_{\rm im}\,s}{I R_s\ln2/\pi}=\frac{3}{2\ln2}\,\frac{s^2}{L^2}.
\end{equation}
The four nearest image pairs all raise the voltage. The two beyond the ends of the probe line are reversed by reflection, and the field on the axis of a reversed pair, outside it, points from contact 2 towards contact 3. The two beside the line keep their orientation, and the field beside such a pair has that direction too. Together they give a relative excess of $(6/\ln2)(s/L)^2$. More distant images contribute at the same order in $s/L$, so this is an estimate of size; the power law holds for all of them. An edge correction falls as a power of $s/L$, far more slowly than the exponential in (\ref{eq:exp}).

Actual values can be found without using the logarithm at all. Replace the sheet by a square network of equal resistors, each of resistance $R_s$, since that is the resistance of one square cell. Kirchhoff's current law at every node is then a set of linear equations, which a discrete cosine transform solves for insulating edges. With 15 cells between neighbouring probes, $V/(IR_s)$ is $0.2248$, $0.2218$ and $0.2210$ for sheets 20, 40 and 80 spacings wide. The first change is $3.99$ times the second, where an inverse-square law predicts 4. Using that law to remove the edge term from the two widest sheets gives
\begin{equation}
\frac{V}{I R_s}\bigg|_{L\to\infty}\approx\frac{4(0.22098)-0.22175}{3}\approx0.2207 ,
\end{equation}
against $\ln2/\pi=0.2206$. The difference is $0.04\,\%$ of the ideal value. With 7 cells per spacing it is $0.2\,\%$, so it shrinks as the cells are refined, as an error of the discrete network should.

Relative to the extrapolated value, the excess voltage is $1.9\,\%$, $0.46\,\%$ and $0.12\,\%$ for the three widths. For the widest sheet the four nearest images alone would give $6/(0.693\times80^2)=0.14\,\%$, which is the right size. The probes must also stay clear of the edges. If their line lies on the straight edge of a half-infinite sheet, each image coincides with its source, the current spreads over half circles, and $V$ is doubled. Equation (\ref{eq:main}) would then report twice the true sheet resistance.

As an example with round parameters, take a metal film with $t=50$ nm on a square sheet 80 mm wide, probes at the centre with $s=1$ mm, a current of 10 mA and a reading of 1 mV. Then
\begin{equation}
\frac VI=\frac{1\ \text{mV}}{10\ \text{mA}}=0.100\ \Omega,\qquad
R_s=4.532\times0.100\ \Omega=0.453\ \Omega .
\end{equation}
Relative to the mid-plane between source and sink, the inner contacts sit at $+0.5$ mV and $-0.5$ mV. Multiplying by the thickness, $50\ \text{nm}=5.0\times10^{-6}$ cm, gives the resistivity
\begin{equation}
\rho=R_s\,t=0.453\ \Omega\times5.0\times10^{-6}\ \text{cm}
=2.27\ \mu\Omega\,\text{cm}.
\end{equation}
In Gaussian units, where resistivity is a time, this is $4\pi\varepsilon_0\rho=2.52\times10^{-18}$ s.

Here $t/s=5\times10^{-5}$, so the exponential in (\ref{eq:exp}) is utterly negligible. The sheet is 80 spacings wide, so treating it as infinite makes $R_s$ too high by about $0.12\,\%$, which leaves $R_s$ at $0.453\ \Omega$ to three digits and would lower $\rho$ only from $2.27$ to $2.26\ \mu\Omega\,$cm. The thickness matters more. The measurement yields $R_s$ without any knowledge of $t$, but $\rho$ inherits the full relative error of $t$: one nanometre in fifty is $2\,\%$. This $\rho$ is an effective value for the film. In a good metal at room temperature the mean free path of the electrons is tens of nanometres, so scattering at the faces of so thin a film can raise $\rho$ above the resistivity of the bulk metal.

This distinction also matters for a film that consists of several layers. If the layers share the same lateral field, their sheet currents add, and (\ref{eq:sheetohm}) becomes
\begin{equation}
\mathbf K=\sum_i\frac{t_i}{\rho_i}\,\mathbf E,
\qquad
\frac1{R_s}=\sum_i\frac{t_i}{\rho_i}.
\end{equation}
Apart from current conservation, $\mathbf E=-\nabla\phi$ and the geometry of a wide film, the derivation of (\ref{eq:main}) used only the proportionality of $\mathbf K$ and $\mathbf E$ with a coefficient that is uniform and the same for every direction in the plane. If current passes between the layers so easily that they share the field already at distances from the contacts much smaller than $s$, the probe therefore returns the sheet resistance of the whole stack. Assigning it to one layer requires the conductance of the others to be known or negligible. A constant offset voltage $V_0$ in the circuit, for instance of thermoelectric origin, can be removed by reversing the current: the readings are $V_0+V$ and $V_0-V$, and half their difference is the $V$ that belongs in (\ref{eq:main}).
